# Apparent mobility of a 50 nm ballistic, nondegenerate channel

**Question**

I am asked to show that a 50 nm nondegenerate channel with effective mass $0.041\,m_0$ has an apparent ballistic mobility of about $2600\ \mathrm{cm^2/(V\,s)}$. No temperature is given, so I assume 300 K.

I can't see where a finite mobility comes from. In $\mu=q\tau/m$, the time $\tau$ is the time between collisions. A ballistic channel has no collisions, so I would expect $\mu$ to be infinite. I then tried replacing $\tau$ by the time an electron needs to cross the channel, $L/v_T$ with $v_T=\sqrt{2kT/(\pi m)}$ as the mean forward velocity. That gives a finite answer, but it is about 8100, too large by roughly a factor of three. What is the right argument, and what is wrong with mine?

**Answer**

The mobility here is defined by a conductance, not by a collision time. One measures the conductance $G$ of a channel of length $L$ and width $W$, and writes it as if the channel were an ordinary resistor:

$$G=q\,n\,\mu\,\frac{W}{L}\quad\Longrightarrow\quad \mu=\frac{GL}{q\,n\,W}. \tag{1}$$

Here $n$ is the number of electrons per unit area and $q>0$ is the elementary charge. A ballistic channel has a finite $G$, because the contacts supply electrons at a finite rate. Equation (1) therefore gives a finite $\mu$, and the task is to find $G$.

**Assumptions**

The channel is two-dimensional, with one parabolic, isotropic band. The contacts are in thermal equilibrium and absorb every electron that reaches them. Nothing scatters in between. The gate holds $n$ fixed, and Boltzmann statistics apply. I count current as a positive magnitude.

**The two populations**

Consider the top of the potential barrier between source and drain. With no scattering, every electron moving toward the drain there came from the source, and every electron moving toward the source came from the drain. Each group keeps the distribution of its own contact.

A drain bias $V$ lowers the drain Fermi level by $qV$. In the Boltzmann limit the drain population is then $e^{-u}$ times the source population, where $u=qV/kT$. If $n_+$ and $n_-$ are the densities of the two groups,

$$n_-=n_+e^{-u},\qquad n=n_++n_-=n_+(1+e^{-u}). \tag{2}$$

**The mean forward velocity**

Let $x$ point toward the drain. The Maxwell distribution factorizes in $v_x$ and $v_y$, so the $v_y$ integral cancels from the average of $v_x$ over the forward half:

$$v_T=\frac{\int_0^\infty v_x e^{-mv_x^2/2kT}\,dv_x}{\int_0^\infty e^{-mv_x^2/2kT}\,dv_x}
=\frac{kT/m}{\tfrac12\sqrt{2\pi kT/m}}
=\sqrt{\frac{2kT}{\pi m}}. \tag{3}$$

The backward group has mean velocity $-v_T$, because the bias changes its size but not the shape of its distribution.

**Current and conductance**

The net current per width is the difference of the two flows. Using (2) to eliminate $n_+$,

$$\frac{I}{W}=q v_T(n_+-n_-)
=q n v_T\frac{1-e^{-u}}{1+e^{-u}}
=q n v_T\tanh\frac{qV}{2kT}. \tag{4}$$

The last step multiplies numerator and denominator by $e^{u/2}$. For $qV\ll 2kT$, $\tanh x\approx x$, so

$$\frac{G}{W}=\frac{I}{WV}=\frac{q^2 n v_T}{2kT}. \tag{5}$$

The 2 in the denominator can be traced to (2): near equilibrium only half of the electrons belong to each group, so $n_+\approx n/2$, while $1-e^{-u}\approx qV/kT$.

This conductance does not contain $L$. Inserting it in (1) gives

$$\mu_B=\frac{L}{qn}\,\frac{q^2 n v_T}{2kT}
=\frac{v_T L}{2kT/q}
=\frac{qL}{\sqrt{2\pi m kT}}, \tag{6}$$

where the last form follows from

$$\frac{v_T}{2kT}=\sqrt{\frac{2kT}{\pi m}\,\frac{1}{4k^2T^2}}=\frac{1}{\sqrt{2\pi mkT}}.$$

The factor $L$ in $\mu_B$ enters through definition (1). A resistor with fixed $n$ and fixed material mobility has $G\propto 1/L$. The ballistic channel does not, so forcing its conductance into that form makes the apparent mobility proportional to length. It is a property of this channel at this temperature, not of the material alone.

**The numbers**

At 300 K, $kT/q=25.852$ mV, and the mass is $m=3.7348\times10^{-32}$ kg. Writing $kT=q(kT/q)$ in (3),

$$v_T=\sqrt{\frac{2(1.602\times10^{-19}\ \mathrm{C})(0.025852\ \mathrm{V})}{\pi(3.7348\times10^{-32}\ \mathrm{kg})}}
=2.657\times10^5\ \mathrm{m/s}.$$

Then

$$\mu_B=\frac{(2.657\times10^5\ \mathrm{m/s})(50\times10^{-9}\ \mathrm{m})}{2(0.025852\ \mathrm{V})}
=0.257\ \mathrm{m^2/(V\,s)}
\approx 2570\ \mathrm{cm^2/(V\,s)},$$

which is 2600 to two significant figures. The second digit depends on the parabolic band. A mass this small usually comes with a nonparabolic band, $E(1+\alpha E)=\hbar^2k^2/2m$, which lowers the dilute result by about $\tfrac54\alpha kT$; for $\alpha$ between 1.0 and 1.5 eV$^{-1}$ it becomes 2490 to 2450 $\mathrm{cm^2/(V\,s)}$.

**Why the transit time gave 8100**

You can still define a time by writing $\mu_B=q\tau/m$. From (6), and from $m/(2kT)=1/(\pi v_T^2)$, which is (3) squared and rearranged,

$$\tau=\frac{m\mu_B}{q}=\frac{m v_T L}{2kT}=\frac{L}{\pi v_T}. \tag{7}$$

Your time $L/v_T$ is a genuine transit time. At small bias, with a flat band along the channel, an electron with velocity $v_x$ crosses in $L/v_x$. Electrons enter at a rate proportional to $v_x f(v_x)$, where $f$ is the Maxwell distribution, so the average over entering electrons is

$$\langle t\rangle=\frac{\int_0^\infty (L/v_x)\,v_x f\,dv_x}{\int_0^\infty v_x f\,dv_x}=\frac{L}{v_T}. \tag{8}$$

For this channel $\langle t\rangle=188.2$ fs, while $\tau=59.9$ fs. The ratio is $\pi$, which is the factor by which your answer was too large.

The relation $\mu=q\tau/m$ describes electrons that gain drift velocity from the field and lose it in collisions. In (4) the current comes instead from an imbalance between two populations set by the contacts. The two pictures agree if $\tau$ is chosen and averaged correctly. In a weak uniform field $V/L$, the contact plays the role of the last collision, so the relevant time is the time since the electron left its contact: $x/v_x$ for forward electrons and $(L-x)/|v_x|$ for backward ones. Its average over position is $L/(2|v_x|)$. For Boltzmann statistics the time in $\mu=q\tau/m$ is weighted by $v_x^2$, and with $\langle|v_x|\rangle=v_T$ and $\langle v_x^2\rangle=kT/m$,

$$\frac{\langle v_x^2\,L/(2|v_x|)\rangle}{\langle v_x^2\rangle}=\frac{L v_T/2}{kT/m}=\frac{L}{\pi v_T},$$

which is (7). Your estimate used the full crossing time instead of the time since injection, a factor 2, and flux weighting instead of $v_x^2$ weighting, a factor $\pi/2$.

**How small must the bias be?**

Keeping the next term, $\tanh x\approx x-x^3/3$, shows that $I/V$ lies below its zero-bias value by the relative amount

$$\frac13\left(\frac{qV}{2kT}\right)^2.$$

At 10 mV this is about 1.2%. If $I/V$ from the full law (4) is used in place of $G$ in (1), with $n$ at the barrier top held fixed, the apparent mobility is:

- 2538 $\mathrm{cm^2/(V\,s)}$ at 10 mV;
- 2386 $\mathrm{cm^2/(V\,s)}$ at 25 mV;
- 1986 $\mathrm{cm^2/(V\,s)}$ at 50 mV.

These figures depend on taking $n$ at the barrier top. If the potential drops linearly along the channel and $n$ is the average over the channel, the correction is first order in $V$, and the same three biases give about 2270, 2020 and 1770 $\mathrm{cm^2/(V\,s)}$.

In the opposite limit, $qV\gg 2kT$, the drain population at the barrier vanishes and the current saturates at $I/W=qnv_T$. The ratio $I/V$ then falls as $1/V$, and a mobility is no longer a useful description.

**How dilute must the channel be?**

Fermi statistics answer this, and they also give a second route to (6). In one transverse mode, $dk_x/2\pi$ states per unit length move with velocity $v_x=\hbar^{-1}\,dE/dk_x$, so their product is $dE/h$. With a factor 2 for spin and $M(E)$ modes open at energy $E$ above the band edge,

$$I=\frac{2q}{h}\int_0^\infty M(E)\,(f_S-f_D)\,dE,$$

where $f_S$ and $f_D$ are the source and drain Fermi functions. At small bias $f_S-f_D\approx qV(-\partial f/\partial E)$, hence

$$G=\frac{2q^2}{h}\int_0^\infty M(E)\left(-\frac{\partial f}{\partial E}\right)dE. \tag{9}$$

The transverse wavenumbers are spaced by $2\pi/W$ and must satisfy $|k_y|<\sqrt{2mE}/\hbar$. For a channel much wider than the thermal wavelength $h/\sqrt{2\pi mkT}\approx21$ nm, the modes can be counted as a continuum, which gives $M=W\sqrt{2mE}/(\pi\hbar)$.

Let $\varepsilon=E/kT$, let $\eta$ be the Fermi level above the band edge in units of $kT$, and define

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-\eta}}.$$

Integration by parts gives

$$\int_0^\infty\sqrt{\varepsilon}\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon
=\frac12\int_0^\infty\varepsilon^{-1/2}f\,d\varepsilon
=\frac{\sqrt\pi}{2}F_{-1/2}(\eta).$$

The density of states is $m/(\pi\hbar^2)$, so $n=N F_0(\eta)$ with $N=mkT/(\pi\hbar^2)$. Putting both into (1), with $h=2\pi\hbar$,

$$\mu=\frac{L}{qNF_0}\,\frac{q^2}{\pi\hbar}\,\frac{\sqrt{2mkT}}{\pi\hbar}\,\frac{\sqrt\pi}{2}F_{-1/2}
=\frac{qL}{\sqrt{2\pi mkT}}\,\frac{F_{-1/2}(\eta)}{F_0(\eta)}
\equiv\mu_B R. \tag{10}$$

For a dilute channel, $z=e^\eta$ is small and $f=ze^{-\varepsilon}-z^2e^{-2\varepsilon}+\dots$. Integrating term by term gives $F_j=z-z^2/2^{j+1}+\dots$, and therefore

$$R=\frac{1-z/\sqrt2+\dots}{1-z/2+\dots}
\approx1-\left(\frac1{\sqrt2}-\frac12\right)\frac nN
=1-0.2071\,\frac nN, \tag{11}$$

since $n/N=z$ to leading order. As $n/N\to0$, $R\to1$ and (6) is recovered.

Here $N=4.43\times10^{11}\ \mathrm{cm^{-2}}$. The full integrals give:

- at $n=10^{10}\ \mathrm{cm^{-2}}$, $R=0.995$ and $\mu=2558\ \mathrm{cm^2/(V\,s)}$;
- at $10^{11}\ \mathrm{cm^{-2}}$, $R=0.955$ and $\mu=2454\ \mathrm{cm^2/(V\,s)}$;
- at $10^{12}\ \mathrm{cm^{-2}}$, $R=0.676$ and $\mu=1736\ \mathrm{cm^2/(V\,s)}$.

The quoted 2600 thus needs a density well below $N$. From the first to the last of these densities, $n$ grows by a factor of 100 but $G/W$ grows only from 82 to 5562 S/m, a factor of about 68. That is why the mobility defined by (1) falls.

In the strongly degenerate limit, $f$ is nearly a step at $\varepsilon=\eta$. Then $F_0\approx\eta$ and $F_{-1/2}\approx2\sqrt{\eta/\pi}$, so $R\approx2/\sqrt{\pi\eta}$ with $\eta\approx n/N$. Temperature and mass then cancel, and $\mu\approx 2qL/(\pi\hbar\sqrt{2\pi n})$ decreases as $n^{-1/2}$. At $10^{12}\ \mathrm{cm^{-2}}$ this form is still about 11% above the full result.

**What if there is some scattering?**

Suppose an electron entering the channel reaches the other contact with probability $t<1$, independent of energy. The integrand of (9) is multiplied by $t$, while the equilibrium density is unchanged, so the apparent mobility becomes $t\mu_B R$, which is $t\mu_B$ when the electrons are dilute. Within this model, at small bias, 2570 $\mathrm{cm^2/(V\,s)}$ is therefore an upper limit for the 50 nm channel, reached when scattering is absent and the electrons are dilute. The numerical output below gives the values for the parabolic band with $n$ taken at the barrier top.

## Table of computed values

```
mass ratio m/m0: 0.041
channel length: 50 nm
temperature: 300 K
effective mass: 3.7348e-32 kg
thermal voltage kT/q: 25.852 mV
forward mean velocity v_T: 2.6571e+05 m/s
mu_B from formula: 2569.5 cm^2/(V s)
mu_B from formula: 0.2570 m^2/(V s)
mobility from velocity integrals, 0.5 mV: 2569.4 cm^2/(V s)
mobility from Landauer integral, n/N = 1e-4: 2569.5 cm^2/(V s)
flux-averaged transit time: 188.2 fs
apparent time m mu/q: 59.9 fs
nondegenerate mobility at V = 10 mV: 2538 cm^2/(V s)
nondegenerate mobility at V = 25 mV: 2386 cm^2/(V s)
nondegenerate mobility at V = 50 mV: 1986 cm^2/(V s)
thermal density N: 4.428e+11 cm^-2
first degeneracy coefficient: 0.2071
nondegenerate G/W at n = 1e+10 cm^-2: 82.34 S/m
n = 1e+10 cm^-2: n/N = 0.0226, R = 0.9953, mobility = 2558 cm^2/(V s), G/W = 81.95 S/m
n = 1e+11 cm^-2: n/N = 0.2259, R = 0.9551, mobility = 2454 cm^2/(V s), G/W = 786.36 S/m
n = 1e+12 cm^-2: n/N = 2.2585, R = 0.6755, mobility = 1736 cm^2/(V s), G/W = 5561.87 S/m
```
